# The Moiré Period of Two Mismatched and Twisted Hexagonal Layers

A hexagonal layer with lattice constant 0.246 nm lies on another whose constant is 1.8 percent larger, and the two are twisted by 0.5 degree. The overlap pattern repeats every 12.5 nm, about 51 lattice constants, and its axes are turned by 25.8 degrees from those of the first layer. With the same mismatch and no twist the period would be 13.9 nm; with the same twist and no mismatch it would be 28.2 nm. The theorem below explains how the two causes combine and why such a small twist turns the pattern so far.

## Assumptions and statement

Both layers are flat, rigid, perfect hexagonal lattices. Layer 1 has the basis vectors
\[
\mathbf a_1=a(1,0),\qquad \mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right).
\]
Layer 2 has the basis vectors \(M\mathbf a_i\), where \(M=(1+d)R(q)\), \(d>-1\), and \(R(q)\) is the counterclockwise rotation by \(q\). Thus \(a\) belongs to layer 1, and \(d\) is the mismatch of layer 2 relative to it.

A hexagonal lattice is unchanged by a rotation of 60 degrees, so \(q\) can be reduced to \(|q|\le30^\circ\). The case \(d=q=0\) is excluded, because identical aligned layers have no beat. The argument is geometric, so no physical constants enter it.

Let \(\mathbf G_j\) and \(\mathbf G'_j\) be corresponding reciprocal vectors of layers 1 and 2. The registry at a point \(\mathbf r\), meaning the local offset of the two lattices, is described by the phase differences
\[
\vartheta_j(\mathbf r)=(\mathbf G_j-\mathbf G'_j)\cdot\mathbf r \pmod{2\pi},\qquad j=1,2 .
\]

**Theorem.** The registry is periodic on a hexagonal lattice of period
\[
L=\frac{a(1+d)}{\sqrt{2(1+d)(1-\cos q)+d^2}} .
\]
Its basis vectors are parallel to \(\mathbf a_1,\mathbf a_2\) turned by \(-\varphi\), where \(\varphi\) is the polar angle of the point \((1+d-\cos q,\ \sin q)\).

## Two lemmas

**Lemma 1.** A hexagonal lattice of constant \(a\) has shortest reciprocal vectors of length \(g_1=4\pi/(\sqrt3a)\). For layer 2, \(\mathbf G'_j=R(q)\mathbf G_j/(1+d)\), with length \(g_2=g_1/(1+d)\).

*Proof.* The conditions \(\mathbf a_i\cdot\mathbf G_j=2\pi\delta_{ij}\) are solved by
\[
\mathbf G_1=\frac{2\pi}{a}\left(1,-\frac1{\sqrt3}\right),\qquad
\mathbf G_2=\frac{2\pi}{a}\left(0,\frac2{\sqrt3}\right).
\]
Both have length \((2\pi/a)(2/\sqrt3)=g_1\). Their scalar product is \(-(2\pi/a)^2(2/3)=-g_1^2/2\), so they enclose 120 degrees. Together with \(\mathbf G_3=-(\mathbf G_1+\mathbf G_2)\) and the three opposite vectors they form a six-pointed star.

For layer 2, a rotation preserves scalar products and the factors \(1+d\) cancel:
\[
(M\mathbf a_i)\cdot\frac{R(q)\mathbf G_j}{1+d}=\mathbf a_i\cdot\mathbf G_j=2\pi\delta_{ij}. \qquad\square
\]

**Lemma 2.** The product of one modulation from each layer contains a wave with the difference vector \(\mathbf K_j=\mathbf G_j-\mathbf G'_j\).

*Proof.* The addition theorem gives
\[
\cos(\mathbf G_j\cdot\mathbf r)\cos(\mathbf G'_j\cdot\mathbf r)
=\tfrac12\cos(\mathbf K_j\cdot\mathbf r)
+\tfrac12\cos[(\mathbf G_j+\mathbf G'_j)\cdot\mathbf r]. \qquad\square
\]

For small \(d\) and \(q\) the first wave is slow, while the second varies on the atomic scale. The mere sum of the two modulations has no component at \(\mathbf K_j\). The long wave appears in quantities that depend on both layers together, such as their interaction energy.

## Proof by reciprocal subtraction

By Lemma 1, \(\mathbf K_j=[1-R(q)/(1+d)]\mathbf G_j\). The bracket is a rotation combined with a change of scale, so it commutes with a rotation by 60 degrees. It therefore carries the star of layer 1 into another regular star. The vectors \(\mathbf K_j\) share one length \(K\), and \(\mathbf K_1,\mathbf K_2\) enclose 120 degrees.

A registry period \(\mathbf P\) must satisfy \(\mathbf K_j\cdot\mathbf P\in2\pi\mathbb Z\). The periods thus form the hexagonal lattice whose reciprocal basis is \(\mathbf K_1,\mathbf K_2\). Reading Lemma 1 backwards gives
\[
L=\frac{4\pi}{\sqrt3K}.
\]

The angle between \(\mathbf G_j\) and \(\mathbf G'_j\) is \(q\), so the cosine rule gives
\[
K^2=g_1^2+g_2^2-2g_1g_2\cos q
=g_1^2\,\frac{(1+d)^2+1-2(1+d)\cos q}{(1+d)^2}.
\]
To separate mismatch from twist, subtract and add \(2(1+d)\) in the numerator:
\[
\begin{aligned}
(1+d)^2+1-2(1+d)\cos q
&=[(1+d)^2-2(1+d)+1]+2(1+d)(1-\cos q)\\
&=d^2+2(1+d)(1-\cos q).
\end{aligned}
\]
Hence
\[
K=\frac{g_1}{1+d}\sqrt{d^2+2(1+d)(1-\cos q)} .
\]
Since \(4\pi/(\sqrt3g_1)=a\), insertion into \(L=4\pi/(\sqrt3K)\) gives the stated period. \(\square\)

**Remark on pairing.** The cosine rule also shows why \(q\) must be reduced. Between first-star vectors of fixed lengths \(g_1,g_2\), the difference is shortest when their angle is smallest. A twist of 50 degrees is equivalent to one of \(-10\) degrees, and the latter value belongs in the formula.

## Proof in real space, and the direction

The same result follows without the star. Since \(\mathbf G'_j=(M^{-1})^{T}\mathbf G_j\),
\[
\mathbf K_j\cdot\mathbf P=\mathbf G_j\cdot(1-M^{-1})\mathbf P .
\]
This is a multiple of \(2\pi\) for both \(j\) precisely when \((1-M^{-1})\mathbf P\) is a lattice vector of layer 1. The basis of the moiré lattice is therefore
\[
\mathbf P_i=(1-M^{-1})^{-1}\mathbf a_i .
\]

Write a vector \((x,y)\) as the complex number \(x+iy\). Then \(M^{-1}\) is multiplication by \(e^{-iq}/(1+d)\), and
\[
P_i=\frac{a_i}{1-e^{-iq}/(1+d)}
=\frac{(1+d)\,a_i}{(1+d-\cos q)+i\sin q}.
\]
The squared modulus of the denominator is
\[
(1+d-\cos q)^2+\sin^2q=(1+d)^2-2(1+d)\cos q+1,
\]
which is the expression found above. The argument of the denominator is \(\varphi\), and division subtracts it. This proves the statement about direction. When \(1+d>\cos q\),
\[
\tan\varphi=\frac{\sin q}{1+d-\cos q}.
\]

**Corollary.** A measured period and direction determine both \(d\) and \(q\), once the multiple of 60 degrees in \(\varphi\) is known. The complex formula says \(P_i/a_i=(L/a)e^{-i\varphi}\), hence
\[
\frac{e^{-iq}}{1+d}=1-\frac aL e^{i\varphi}.
\]
The modulus of the right side gives \(1/(1+d)\), and its argument gives \(-q\). The period alone cannot separate mismatch from twist.

## Limits and symmetry

**No twist.** For \(q=0\) the square root is \(|d|\), so \(L=a(1+d)/|d|\). For \(d>0\) this length holds \((1+d)/d\) constants of layer 1 and \(1/d\) constants of layer 2. The numbers differ by one, as on a vernier scale.

**No mismatch.** For \(d=0\), use \(1-\cos q=2\sin^2(q/2)\):
\[
L=\frac{a}{\sqrt{4\sin^2(q/2)}}=\frac{a}{2|\sin(q/2)|}.
\]
For \(q>0\), \(\tan\varphi=\sin q/(1-\cos q)=\cot(q/2)\), so \(\varphi=90^\circ-q/2\). Pure twist turns the moiré vectors almost at right angles to the lattice vectors, whereas pure mismatch with \(d>0\) leaves them parallel.

**Both small.** With \(1-\cos q\approx q^2/2\) and \(q\) in radians,
\[
L\approx\frac{a(1+d)}{\sqrt{d^2+(1+d)q^2}} .
\]
The contributions add as squares under the root. They are equal at \(|q|=|d|/\sqrt{1+d}\), where the period has fallen by a factor \(\sqrt2\) from its aligned value. For \(d=0.018\) this is about 1.0 degree. At fixed \(d\) the twist term grows with \(|q|\) throughout the allowed range, so the aligned period is the longest.

**Exchange of layers.** Seen from layer 2, the parameters are \(a'=a(1+d)\), \(d'=-d/(1+d)\) and \(q'=-q\). Then \(1+d'=1/(1+d)\) and \(a'(1+d')=a\), so
\[
L'=\frac{a}{\sqrt{\dfrac{2(1-\cos q)}{1+d}+\dfrac{d^2}{(1+d)^2}}}
=\frac{a(1+d)}{\sqrt{2(1+d)(1-\cos q)+d^2}}=L .
\]
The formula looks unsymmetrical because its parameters refer to layer 1; the period itself does not depend on that choice.

**Large twist.** The theorem remains true geometrically, but the beat of the first stars ceases to be a long wave. For \(d=0\) and \(q=30^\circ\) the period is \(a/(2\sin15^\circ)\approx1.9a\). The registry defined by \(\vartheta_j\) then does not vary slowly; that picture requires \(L\gg a\). Longer reciprocal vectors can still produce a long beat near special configurations, and the formula does not describe it. For \(d=0\) and \(q=22^\circ\), close to the commensurate angle \(21.8^\circ\), the formula gives \(2.6a\), while vectors of length \(\sqrt7g_1\) beat with a period of about \(102a\).

## The registry period and the atomic period

**Proposition.** Let \(\mathbf T\) be a nonzero vector common to both lattices, with integer coordinates \(N_1\) in layer 1 and \(N_2\) in layer 2. If \(N_1-N_2=(n,m)\), then
\[
|\mathbf T|=L\sqrt{n^2+nm+m^2}.
\]

*Proof.* Let \(A\) have the columns \(\mathbf a_1,\mathbf a_2\). Then \(\mathbf T=AN_1=MAN_2\), so \((1-M^{-1})\mathbf T=A(N_1-N_2)\). Inverting gives \(\mathbf T=n\mathbf P_1+m\mathbf P_2\). The moiré basis vectors have length \(L\) and enclose 60 degrees, which gives the stated length. \(\square\)

Every atomic period is therefore a moiré period, but the converse can fail. In the first case below the two periods agree; in the other two they do not.

- For \(N_1=(28,15)\) and \(N_2=(27,15)\), the difference is \((1,0)\). Here \(d=0.02543\), \(q=-0.5341^\circ\), and both periods are \(37.80a\).
- For \(N_1=(42,20)\) and \(N_2=(41,19)\), the difference is \((1,1)\). Here \(d=0.03193\), \(q=0.3750^\circ\), and the moiré period is \(31.64a\). A search through the lattice vectors finds the shortest common one at \(54.81a\), longer by a factor \(\sqrt3\).
- For \(q=0\) and irrational \(1+d\), the equation \(N_1=(1+d)N_2\) has no nonzero integer solution. The registry repeats, but the atomic structure never does.

## Worked example

Take \(a=0.246\) nm and \(d=0.018\), rough values for graphene on hexagonal boron nitride, and choose the twist \(q=0.5^\circ\) as an example. The constant of layer 2 is \(1.018\times0.246=0.2504\) nm. The reciprocal lengths are \(g_1=29.493\) and \(g_2=28.971\) nm\(^{-1}\), while their vector difference has length only \(K=0.5805\) nm\(^{-1}\).

The two terms under the root are
\[
2(1+d)(1-\cos q)=0.775\times10^{-4},\qquad d^2=3.240\times10^{-4}.
\]
Their sum is \(4.015\times10^{-4}\), with square root 0.020038. Therefore
\[
L=\frac{0.250428\ \text{nm}}{0.020038}=12.50\ \text{nm}=125.0\ \text{Å}.
\]
Mismatch supplies about four fifths of the sum, which is why the period lies much closer to the aligned value of 13.91 nm than to the pure-twist value of 28.19 nm.

For the direction, \(\sin q=0.00873\) and \(1+d-\cos q=0.01804\). Their ratio is 0.484, so \(\varphi=25.8^\circ\). The large rotation arises because \(\sin q\) is compared with the small mismatch, not with one.

The formula was tested on explicit atomic lattices. For each site of layer 1 the offset to the nearest site of layer 2 was found, and the points where this offset vanishes were located. Their spacings at twists of 0, 0.5 and 1 degree were 13.9127, 12.4976 and 9.9450 nm, equal to the formula at all printed digits. At 2 and 5 degrees the formula gives 6.33 and 2.79 nm.

## What strain changes

Let layer 1 be deformed by a symmetric matrix \(S=1+\epsilon\), with small \(\epsilon\). Its basis vectors become \(S\mathbf a_i\), and the registry condition becomes \((S^{-1}-M^{-1})\mathbf P_i=\mathbf a_i\). Put \(D_0=1-M^{-1}\) and \(S^{-1}\approx1-\epsilon\). To first order,
\[
\mathbf P_i\approx D_0^{-1}\mathbf a_i+D_0^{-1}\epsilon D_0^{-1}\mathbf a_i .
\]
The second term is \(D_0^{-1}\epsilon\) acting on the unstrained moiré vector. The matrix \(D_0^{-1}\) multiplies lengths by \(L/a\) and rotates by \(-\varphi\). A strain of magnitude \(s\) can therefore change a moiré length by at most the fraction \(sL/a\) at this order.

Here \(L/a=50.8\), so a strain of 0.1 percent can act on the period as one of about 5 percent. For a 0.1 percent extension along \(\mathbf a_1\), with lateral contraction at a Poisson ratio of 0.156, the full calculation gives three lengths: 12.44, 12.74 and 13.10 nm. Relative to 12.50 nm these are changes of \(-0.5\), \(+1.9\) and \(+4.8\) percent. One number no longer describes the pattern.

Thermal strain is magnified in the same way. A rough expansion difference of \(2\times10^{-6}\) K\(^{-1}\) over 1000 K changes \(d\) by about 0.002 if each layer expands freely, which requires the layers to slide over each other. At fixed \(a\) and \(q\), lowering \(d\) by this amount gives 13.7 nm and raising it gives 11.5 nm.

## What elastic relaxation changes

Now let the atoms of layer 1 move by \(\mathbf u(\mathbf r)\) over a rigid layer 2. Take the stacking potential per area as \(A_0\sum_{j=1}^3\cos[\mathbf G'_j\cdot(\mathbf r+\mathbf u)]\). At a site of layer 1, \(\mathbf G_j\cdot\mathbf r\) is a multiple of \(2\pi\). Since the cosine is even, the potential equals
\[
w=A_0\sum_{j=1}^3\cos(\mathbf K_j\cdot\mathbf r-\mathbf G'_j\cdot\mathbf u).
\]
It has the moiré period, and so does the displacement that grows from \(\mathbf u=0\) as \(A_0\) is switched on. At fixed mean strain, relaxation reshapes the pattern without altering \(L\).

For an isotropic sheet with Lamé constants \(\lambda,\mu\), the elastic stiffness at wave vector \(\mathbf k\) is \(D(\mathbf k)=\mu k^2+(\lambda+\mu)\mathbf k\mathbf k^{T}\). The force \(-\partial w/\partial\mathbf u\) at \(\mathbf u=0\) is \(-A_0\sum_j\mathbf G'_j\sin(\mathbf K_j\cdot\mathbf r)\). Balancing it gives
\[
\mathbf u=-A_0\sum_jD(\mathbf K_j)^{-1}\mathbf G'_j\sin(\mathbf K_j\cdot\mathbf r).
\]
Let \(c_j=\mathbf G'_j\cdot D(\mathbf K_j)^{-1}\mathbf G'_j\). Different waves average to zero against each other, and \(\sin^2\) averages to one half. The potential energy changes by \(-A_0^2\sum_jc_j/2\), and the elastic cost is \(+A_0^2\sum_jc_j/4\). The sum is
\[
E=-\frac{A_0^2}{4}\sum_jc_j .
\]

With rough values \(\lambda=350\) and \(\mu=950\) eV/nm\(^2\), and a rough stacking corrugation of 0.020 eV per cell, \(A_0=0.085\) eV/nm\(^2\). The conversion uses the range of the three-cosine sum, from \(-1.5\) to 3. The second-order energy is \(-7.58\times10^{-3}\) eV/nm\(^2\); the full solution of this model gives \(-7.44\times10^{-3}\). The peak displacement is 0.008 nm and the peak local strain 0.32 percent. With \(A_0>0\) the potential has two equal minima per cell, whereas graphene on hexagonal boron nitride has one preferred stacking. Reversing the sign of \(A_0\) gives one minimum at the same corrugation. This leaves the second-order energy unchanged, but moves the full energy to \(-7.64\times10^{-3}\) eV/nm\(^2\) and the peak strain to 0.36 percent.

A free layer can also gain energy by changing its mean size. A uniform strain \(e\) costs \(2(\lambda+\mu)e^2\) per area. Balancing this against the slope of the relaxation energy at \(e=0\), with the twist held fixed, gives \(e=0.016\) percent. Layer 1 stretches toward layer 2, and \(L\) rises by 0.7 percent to 12.6 nm. The strain formula explains the size: a uniform strain changes the length by the fraction \((L/a)e\cos\varphi\), which is 0.7 percent here.

## The real case

For aligned graphene on hexagonal boron nitride the observed moiré period is roughly 14 nm, consistent with the 13.9 nm of the rigid model. The example's lattice constant and mismatch are rough values for this system, and its twist is a free choice; the elastic constants and especially the corrugation are rough. Real layers break the assumption of rigid, unstrained lattices. Within the estimates above, which were made at a twist of 0.5 degree, strain of 0.1 percent moves individual periods by up to about 5 percent and the assumed thermal strain by up to about 10 percent, while the mean strain from relaxation over a rigid layer 2 moves them by 0.7 percent. The last figure grows roughly as the square of the corrugation and reaches 1.1 percent at 0.025 eV per cell. If layer 2 is a free sheet of similar stiffness (rough values \(\lambda=370\), \(\mu=730\) eV/nm\(^2\)), it rises to nearly 4 percent. A twist inferred from \(L\) alone is therefore reliable only if the strain is known well enough: the strained length of 13.10 nm, put into the rigid formula, would be read as a twist of 0.37 instead of 0.5 degree. Substrate deformation, out-of-plane motion, free rotation and the inversion asymmetry of the true stacking potential are left out. The numerical output lists the values used here.

## Computed values

```
layer-1 lattice constant a (rough input): 0.246 nm
mismatch d (rough input): 0.018
twist q (input): 0.5 degree
layer-2 lattice constant: 0.250428 nm
reciprocal length g1: 29.4927 1/nm
reciprocal length g2: 28.9712 1/nm
difference length K: 0.58053 1/nm
twist term 2(1+d)(1-cos q): 7.7525e-05
mismatch term d^2: 3.2400e-04
square root in the denominator: 0.020038
moire period L, formula: 12.4976 nm = 124.98 angstrom
ratio L/a: 50.80
moire rotation phi (clockwise from layer 1): 25.82 degree
twist 0.0 degree: L from atoms 13.9127 nm, formula 13.9127 nm
twist 0.5 degree: L from atoms 12.4976 nm, formula 12.4976 nm
twist 1.0 degree: L from atoms 9.9450 nm, formula 9.9450 nm
twist 2.0 degree: L formula 6.3318 nm
twist 5.0 degree: L formula 2.7874 nm
equal layers (d=0), twist 0.5 degree: L 28.1896 nm
common-cell case: d 0.02543, q -0.5341 degree
  moire period 37.8021 a, atomic period 37.8021 a, ratio 1.0000
common-cell case: d 0.03193, q 0.3750 degree
  moire period 31.6439 a, atomic period 54.8088 a, ratio 1.7321
uniaxial strain of layer 1 (input): 0.10 percent
Poisson ratio from Lame constants: 0.156
three strained moire lengths: 12.438, 12.736, 13.097 nm
expansion difference (rough input): 2.0e-06 1/K
temperature step (input): 1000 K
differential thermal strain: 0.20 percent
L for d lowered / raised by it: 13.689 / 11.481 nm
Lame constants lambda, mu (rough input): 350, 950 eV/nm^2
stacking corrugation (rough input): 0.020 eV per cell
potential amplitude A: 0.0848 eV/nm^2
relaxation energy, full: -7.443e-03 eV/nm^2
relaxation energy, second order: -7.576e-03 eV/nm^2
peak relaxation displacement: 0.00795 nm
peak local strain: 0.322 percent
mean strain from relaxation: 0.0155 percent
L with this mean strain: 12.587 nm (change 0.71 percent)
```
